# Why Threefold Symmetry Removes the Berry Curvature Dipole and Strain Permits It

## The decision: which k points to sample

A calculation of the nonlinear Hall response needs a decision about its k mesh. If a two-dimensional crystal has a threefold axis normal to its plane, its Berry curvature dipole is zero, and a finite computed value measures numerical error. (In a bulk crystal the dipole is a tensor, which a threefold axis need not remove.) If the cell is strained, the mesh must cover the zone without imposed threefold symmetry, because symmetrising would erase the answer.

The dipole is

\[
D_b=\sum\int\frac{d^2k}{(2\pi)^2}\,f_0\,\partial_b\Omega ,\qquad \partial_b=\partial/\partial k_b ,
\]

summed over bands and spins. Here \(f_0\) is the Fermi function and \(\Omega=\partial_xA_y-\partial_yA_x\), with \(A_b=i\langle u|\partial_bu\rangle\). Since \(\Omega\) is an area, \(D\) is a length. Bloch phases include the orbital positions, so \(\partial_bH/\hbar\) is the velocity operator.

Carriers have charge \(-e\). The field \(\mathbf E\) is weak and uniform, the crystal is nonmagnetic, and one relaxation time \(\tau\) describes scattering.

## Contribution 1: the anomalous velocity

The field moves the wavevector at \(\dot k_b=-eE_b/\hbar\). To first order the state is \(|u_n\rangle+\sum_{m\neq n}c_m|u_m\rangle\), up to a phase. Projecting the Schrödinger equation on \(u_m\), and dropping \(\dot c_m\) because it is of higher order for a slowly applied field, gives

\[
\varepsilon_nc_m+i\hbar\dot k_b\langle u_m|\partial_bu_n\rangle=\varepsilon_mc_m
\;\Rightarrow\;
c_m=-\frac{i\hbar\dot k_b\langle u_m|\partial_bu_n\rangle}{\varepsilon_n-\varepsilon_m}.
\]

Differentiating \(H|u_n\rangle=\varepsilon_n|u_n\rangle\) and projecting on \(u_m\) gives \(\langle u_m|\partial_aH|u_n\rangle=(\varepsilon_n-\varepsilon_m)\langle u_m|\partial_au_n\rangle\). The energy denominators therefore cancel in the velocity:

\[
v_a=\frac{\partial_a\varepsilon_n}{\hbar}+\frac1\hbar\sum_m\left[c_m\langle u_n|\partial_aH|u_m\rangle+\text{c.c.}\right]
=\frac{\partial_a\varepsilon_n}{\hbar}+2\dot k_b\,\mathrm{Im}\langle\partial_au_n|\partial_bu_n\rangle .
\]

The missing \(m=n\) term may be restored because it is real. With \(\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle\),

\[
\mathbf v=\frac{\nabla_k\varepsilon}{\hbar}+\frac e\hbar(\mathbf E\times\hat z)\,\Omega,
\qquad \mathbf E\times\hat z=(E_y,-E_x).
\]

## Contribution 2: the shifted occupation

The steady Boltzmann equation, \(-(e/\hbar)\mathbf E\cdot\nabla_kf=-(f-f_0)/\tau\), can be iterated:

\[
f=f_0+\mathbf p\cdot\nabla_kf_0+(\mathbf p\cdot\nabla_k)^2f_0+\dots,\qquad \mathbf p=e\mathbf E\tau/\hbar .
\]

Combining the first-order occupation with the anomalous velocity gives

\[
\mathbf j=-\frac{e^2}{\hbar}(\mathbf E\times\hat z)\,p_b\sum\int\frac{d^2k}{(2\pi)^2}(\partial_bf_0)\Omega .
\]

Integration by parts has no boundary term because \(f_0\Omega\) is periodic. The integral equals \(-D_b\), so

\[
\boxed{\mathbf j=\frac{e^3\tau}{\hbar^2}(\mathbf D\cdot\mathbf E)(\mathbf E\times\hat z)}
\]

The form with \(\partial_bf_0\) shows that the dipole belongs to the Fermi surface; a filled band contributes nothing. For \(E_0\cos\omega t\) with \(\omega\tau\ll1\), \(\cos^2\omega t=(1+\cos2\omega t)/2\), so half the steady-field value appears as direct current and half as the \(2\omega\) amplitude.

## What time reversal cancels

Time reversal sends \(\mathbf k\to-\mathbf k\) and \(\mathbf v\to-\mathbf v\) but leaves \(\mathbf E\) unchanged. The velocity, at every order in \(\mathbf E\), is therefore odd in \(\mathbf k\) once spin partners are summed. Hence \(\varepsilon\) is even and \(\Omega\) is odd. Three contributions vanish:

- The linear Hall current contains \(\int f_0\Omega\), even times odd.
- The second-order occupation with the band velocity contains \((\mathbf p\cdot\nabla_k)^2f_0\,\nabla_k\varepsilon\), also even times odd.
- The field-squared correction to the velocity is odd and multiplies the even \(f_0\).

The dipole survives because \(\partial_b\Omega\) is even, so opposite valleys add. The Hamiltonian keeps time reversal. The relaxing, current-carrying state does not: its occupation shift is odd in \(\mathbf k\) and proportional to \(\tau\).

## What threefold rotation cancels

Let \(R\) be a rotation by \(120^\circ\). Differentiating \(\Omega(R\mathbf k)=\Omega(\mathbf k)\) gives \((\nabla\Omega)(R\mathbf k)=R\,\nabla\Omega(\mathbf k)\). Substituting \(\mathbf k\to R\mathbf k\) in the dipole integral, with \(f_0\) invariant, gives

\[
\mathbf D=R\mathbf D,\qquad \det(1-R)=(1-\cos120^\circ)^2+\sin^2120^\circ=3 .
\]

Since \(1-R\) is invertible, \(\mathbf D=0\). A valley at K is mapped to itself, up to a reciprocal-lattice vector, so its dipole vanishes separately. This differs from the linear Hall effect, where two finite valley contributions cancel.

Threefold symmetry does not remove every second-order current. Suppose \(\mathbf j\) is quadratic in \(\mathbf E\) and \(\mathbf j\cdot\mathbf E=0\) for every field. Setting \(E_y=0\) shows that \(j_x\) has no \(E_x^2\) term, so \(j_x=-E_y\,g\) with \(g\) linear in \(\mathbf E\). Then \(j_y=E_x\,g\), and

\[
\mathbf j=(\hat z\times\mathbf E)(\mathbf g\cdot\mathbf E).
\]

This part is fixed by one vector, which threefold rotation forces to zero whatever the scattering mechanism. A trigonal current remains allowed, for example

\[
j_x=2sE_xE_y,\quad j_y=s(E_x^2-E_y^2)
\;\Rightarrow\; j_x+ij_y=is(E_x-iE_y)^2 .
\]

Rotating the field by \(120^\circ\) multiplies the right side by \(e^{-i240^\circ}=e^{i120^\circ}\), as a vector requires. For a field at angle \(\theta\) to \(x\), its transverse component is \(sE^2\cos3\theta\). A dipole along \(x\) gives \(-(e^3\tau/\hbar^2)DE^2\cos\theta\).

As a numerical case, take \(j_x=E_x^2+2.5E_xE_y-E_y^2\) and \(j_y=3E_x^2+0.9E_xE_y+1.5E_y^2\). Its transverse first and third harmonics have amplitudes 2.127 and 1.037. Averaging the response over three threefold orientations reduces the first to numerical zero and leaves the third at 1.037.

## What strain restores

Uniaxial strain along or across a mirror line removes the threefold axis but keeps the mirror. For \(x\to-x\), \(\Omega(-k_x,k_y)=-\Omega(k_x,k_y)\). Then \(\partial_y\Omega\) is odd in \(k_x\) and \(D_y=0\), whereas \(\partial_x\Omega\) is even and \(D_x\) is allowed.

For a general axis at angle \(\phi\) to \(x\), write the shape-changing strain as \(S=(\epsilon_{xx}-\epsilon_{yy})/2+i\epsilon_{xy}\propto e^{2i\phi}\). The most general linear law is \(D_x+iD_y=\alpha S+\beta S^*\). Under threefold rotation, with \(w=e^{2\pi i/3}\), the left side gains \(w\), \(S\) gains \(w^2\), and \(S^*\) gains \(w^{-2}=w\). Thus \(\alpha=0\). The mirror complex-conjugates both sides, so \(\beta\) is real:

\[
\mathbf D=D_0(\cos2\phi,\,-\sin2\phi)\qquad\text{to first order in strain.}
\]

Equal biaxial strain has \(S=0\) and keeps the threefold axis, so it gives no dipole.

Symmetry permits a dipole but does not set its size. If strain made a gapped Dirac cone merely elliptical, energy and curvature would both be even about the valley centre, \(\partial_b\Omega\) would be odd there, and the dipole would remain zero.

## Weighing the two strain mechanisms

At low density and low temperature the carriers fill small pockets around the band minima. To leading order \(\partial_b\Omega\) changes linearly across a pocket, and the changes on opposite sides cancel, leaving its value at the minimum. Both valleys have the same slope, so in this limit, with total density \(n\),

\[
D_b\approx n\,\partial_b\Omega(\mathbf k_{\min}).
\]

To resolve that slope, take a honeycomb model with one bond along \(y\), site energies \(\pm\Delta\), first-neighbour coupling \(f=\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}\), and second-neighbour energy \(\varepsilon_0=2\sum_jt'_j\cos\mathbf k\cdot\mathbf a_j\). Apart from \(\varepsilon_0\), \(H=\mathbf d\cdot\boldsymbol\sigma\) with \(\mathbf d=(\mathrm{Re}f,-\mathrm{Im}f,\Delta)\), and the bands are \(\pm\mathcal E\), \(\mathcal E=\sqrt{\Delta^2+|f|^2}\).

The matrix-element identity above turns the upper-band curvature into

\[
\Omega=-\frac{2}{(2\mathcal E)^2}\mathrm{Im}\langle u|(\partial_xH)(\partial_yH)|u\rangle
=-\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2\mathcal E^3}
=\frac{\Delta J}{2\mathcal E^3},
\]

with \(J=\mathrm{Im}(\partial_xf^*\,\partial_yf)\). The second equality uses \(\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c\) and \(\langle\boldsymbol\sigma\rangle=\mathbf d/\mathcal E\). Differentiation gives

\[
\partial_x\Omega=\frac\Delta2\left[\frac{\partial_xJ}{\mathcal E^3}-\frac{3J\,\partial_x|f|^2}{2\mathcal E^5}\right].
\]

At the Dirac point \(f=0\) only the first term survives; call its value there the built-in slope. The second term appears when the minimum moves away from that point, and the first term also changes slightly. Without \(\varepsilon_0\) the minimum lies at \(f=0\); strain gives \(\varepsilon_0\) a slope there and moves it.

The example uses \(2\Delta=1.7\) eV, lattice constant 0.32 nm, and unstrained hoppings of 1.3 and 0.1 eV that decay exponentially with distance over 0.0616 nm. A 1% stretch along \(x\) is accompanied by a 0.25% contraction along \(y\).

At the Dirac point near K the slope is \(6.26\times10^{-4}\) nm³; at the minimum it is \(9.76\times10^{-4}\) nm³. The built-in slope thus supplies about 64% and the shift 36%. This split holds for sublattices that simply follow the strain. Relaxing them towards equal bond lengths weakens the built-in slope and strengthens the shift term, so the shares change much more than their sum. The shift term can be estimated with \(J\approx-(\hbar v)^2\) and \(|f|^2\approx(\hbar v)^2q^2\), where \(\mathbf q\) is measured from the Dirac point, \(\hbar v=0.360\) eV nm, and the minimum lies at \(q_x=0.00695\) nm⁻¹:

\[
\frac{3(\hbar v)^4q_x}{2\Delta^4}
=\frac{3(0.360)^4(0.00695)}{2(0.85)^4}
\approx3.4\times10^{-4}\ \text{nm}^3 ,
\]

close to the exact second term at the minimum, \(3.2\times10^{-4}\) nm³. The remainder of the \(3.5\times10^{-4}\) nm³ difference comes from the first term, which grows from \(6.26\times10^{-4}\) to \(6.58\times10^{-4}\) nm³ between the Dirac point and the minimum.

At \(10^{13}\) cm⁻², or 0.1 nm⁻², the low-density rule gives \(9.8\times10^{-5}\) nm. The full sum at 50 K gives \(D_x=8.8\times10^{-5}\) nm, 9% lower, mainly because the occupied pocket has finite size. The unstrained sum is \(5.5\times10^{-16}\) nm, a numerical zero obtained on a mesh without rotational symmetry.

The current formula was also tested against the full Boltzmann distribution at 150 K, with \(\mathbf p=(0.003,0.002)\) nm⁻¹ and \(\hbar/\tau=5\) meV. Both components of the even-in-field current agreed, with ratios of 1.00000.

## From dipole to voltage

Take a mobility of 500 cm²/Vs and a field of 300 V/cm along \(x\). The transport mass 0.489 \(m_e\) gives \(\tau=\mu m_x/e=139\) fs, hence \(e^3\tau/\hbar^2=0.0514\) A/V². In SI units,

\[
j_y=-(0.0514)(8.84\times10^{-14})(3\times10^4)^2
=-4.09\times10^{-6}\ \text{A/m},
\]

or −4.1 pA/µm. With no net transverse current, \(E_y=-j_y/\sigma_{yy}\). For \(\sigma_{yy}=0.848\) mS and a 10 µm width, the steady-field voltage is 48 nV and the second-harmonic amplitude is 24 nV.

At fixed field, density and strain, both \(j_y\) and \(\sigma_{yy}\) are proportional to \(\tau\), so this voltage does not depend on \(\tau\) within the model.

## The neglected contributions and the real material

These parameters are roughly those of n-type monolayer MoS₂. The mobility is an assumed value. The two-band lattice is an effective description, and its strain dependence is assumed, so the dipole illustrates the mechanism and does not predict the material's value. Even its sign depends on these assumptions: with the sublattices fully relaxed to equal bond lengths, reversing the sign of the second-neighbour hopping changes \(D_x\) to \(-7.9\times10^{-5}\) nm.

Changing one input at a time gives the following shifts in \(D_x\):

- Relaxing the two sublattices halfway towards equal bond lengths lowers it by 4%.
- Reducing the gap by 0.1 eV, a rough allowance for strain, raises it by 14%.
- Raising the temperature to 300 K at fixed density lowers it by 11%.
- A 3 meV spin splitting, taken as a rigid energy offset with unchanged curvature, changes it by about 0.03%. Adding a 150 meV valence splitting, which gives each spin its own gap, changes it by −0.2% or +0.8%, depending on the spin ordering.
- Halving the strain, as imperfect transfer from a substrate might, halves it.

Higher orders in the field change the dipole current by 0.05%. Tunnelling across the gap is negligible, with an exponent of about \(2\times10^5\). Side valleys placed 0.1 eV up have a Boltzmann factor of \(3\times10^{-8}\) at 50 K. At 300 K it is about 0.03, and several such valleys could together hold about a tenth of the carriers, which the 300 K value above leaves out. For an assumed 10 ps cooling time, an electron gains 0.45 meV. Level broadening is more serious: \(\hbar/\tau=4.7\) meV against a Fermi energy of 26 meV. A tenfold lower mobility would make broadening exceed the Fermi energy and invalidate the Boltzmann treatment.

Skew scattering, which deflects carriers preferentially to one side, is potentially the largest omission. Integrating the second-order band-velocity current by parts gives, for each valley, a current \(-(e^3\tau/\hbar^2)E^2\) times the length \((\tau/\hbar)\int f_0\,\partial_x^3\varepsilon\,d^2k/(2\pi)^2\). This current runs along the field, here \(x\), and has opposite signs in the two valleys, so it cancels. The magnitudes of the two lengths add to 0.94 nm, about \(10^4\) times the dipole. Time reversal makes skew scattering deflect carriers in opposite senses in the two valleys, so the sideways parts of the two opposite currents add. If a fraction \(r\) of each is turned sideways, \(r\approx9\times10^{-5}\) already matches the dipole current.

For the field along \(x\), this sideways current can add to or oppose the dipole signal. Rotating the field separates the trigonal \(\cos3\theta\) part, but under strain skew scattering may also enter the \(\cos\theta\) part. The 24 nV is therefore the dipole contribution within this model, not a prediction of the total measured voltage. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
lattice constant 0.32 nm, gap 1.7 eV, Poisson ratio 0.25
hoppings: first 1.3 eV, second 0.1 eV; decay length 0.0616 nm
strain along x 1.0 %, density 1.0e+13 cm^-2, T 50 K
mobility 500 cm2/Vs, field 300 V/cm, width 10 um
hbar*velocity at unstrained K: 0.3603 eV nm
curvature at unstrained K: -0.0898 nm^2
unstrained |D|: 5.5e-16 nm (numerical zero)
biaxial strain |D|: 2.7e-16 nm (numerical zero)
strained D_x: 8.8447e-05 nm; D_y: 3.6e-17 nm
D_x at half strain 4.4334e-05 nm, at double strain 1.7597e-04 nm
strained sum of f0*curvature, both valleys: -2.7e-15 (dimensionless)
same, one valley only: 4.2124e-03 (dimensionless)
shift of minimum from Dirac point along x: 6.9488e-03 nm^-1
curvature slope at Dirac point: 6.2599e-04 nm^3
curvature slope at band minimum: 9.7567e-04 nm^3
density times slope at minimum: 9.7567e-05 nm
dilute test: D / (n slope) = 0.9934
even current / dipole formula: 1.00000, 1.00000
evolved / formula anomalous velocity: 1.00007
test tensor harmonics 1,3 before average: 2.127, 1.037
test tensor harmonics 1,3 after average: 4.4e-16, 1.037
transport masses x, y: 0.4886, 0.4616 m_e
relaxation time: 138.9 fs
sheet conductivity yy: 0.8480 mS
second-order j_y in steady field: -4.0889 pA/um
steady-field transverse voltage size: 48.22 nV
second-harmonic voltage amplitude: 24.11 nV
chemical potential above band minimum: 25.53 meV
level broadening hbar/tau: 4.74 meV
drift wavevector 0.00633 nm^-1, Fermi wavevector 0.5605 nm^-1
higher orders in field change the dipole current by -0.049 %
D_x with half internal relaxation: 8.5210e-05 nm
D_x with gap lower by 0.1 eV: 1.0067e-04 nm
D_x with 3 meV spin splitting: 8.8422e-05 nm
D_x at 300 K: 7.8473e-05 nm
tunnelling exponent across gap: 2.10e+05 (dimensionless)
energy gain per electron in 10 ps: 0.450 meV
Boltzmann factor of side valley at 0.1 eV: 3.1e-08
valley warping length, cancels without skew scattering: 0.9439 nm
skew fraction that would match the dipole current: 9.37e-05
```
